# Why an efficient thermionic cooler needs a finite barrier

For efficient cooling, a thermionic barrier chosen only for the energy that each electron removes is too high: each electron carries much heat, but so few cross that the phonon leak ruins the efficiency. A barrier chosen for current alone is too low: much charge moves, with little heat per electron. In the ideal model of the silicon film treated below, a 0.3 eV barrier gives a figure of merit of 0.003, and a 41 meV barrier gives 2.8. Emission and energy per electron do not fix this optimum by themselves. The heat that electrons carry back is also needed.

## Heat and charge over the barrier

Two metal electrodes enclose a thin semiconductor film. The cold one is at $T$, the hot one at $T+\Delta T$. The flat barrier top lies $\varphi$ above the cold Fermi level, and $b=\varphi/kT$. Electrons cross without scattering, reflection or tunnelling, and the Boltzmann distribution holds. The metal is assumed to supply every transverse momentum state required.

The emitted current density from the cold side is

$$J=\frac{2e}{h^3}\sum_{\rm valleys}\int_{p_x>0}\frac{p_x}{m_x}\,e^{-(\varphi+E_{\rm kin})/kT}\,d^3p .$$

The $p_x$ integral gives $kT$ and the transverse ones give $2\pi kT\sqrt{m_ym_z}$. Therefore

$$J=AT^2e^{-b},\qquad A=\frac{4\pi ek^2}{h^3}\sum_{\rm valleys}\sqrt{m_ym_z}.$$

Weighting by $v_x$ makes the mean kinetic energy along the current $kT$. The two transverse directions add $kT/2$ each, so an emitted electron carries $\varphi+2kT$ above the cold Fermi level.

A bias $V$ lowers the hot Fermi level by $eV$. With $T_h=T+\Delta T$, the return current is $J_h=AT_h^2e^{-(\varphi+eV)/kT_h}$. Count $I$ positive for electrons going from cold to hot, and let $K$ be the phonon conductance per area. Then

$$I=J-J_h,\qquad q=\frac{J(\varphi+2kT)-J_h(\varphi+2kT_h)}{e}-K\Delta T,$$

where $q$ is the net heat flux taken from the cold side.

For $eV\ll kT$ and $(b+2)\Delta T\ll T$, the change of $\ln J_h$ is

$$\frac{2\Delta T}{T}+\frac{\varphi\Delta T}{kT^2}-\frac{eV}{kT}=(b+2)\frac{\Delta T}{T}-\frac{eV}{kT}.$$

Hence

$$I=G(V-S\Delta T),\qquad G=\frac{eJ}{kT},\qquad S=\frac ke(b+2).$$

In $q$, write $\varphi+2kT_h=(\varphi+2kT)+2k\Delta T$. Since $(\varphi+2kT)/e=ST$,

$$q=STI-(K_e+K)\Delta T,\qquad K_e=\frac{2kJ}{e}.$$

$K_e$ is the electronic heat conductance at zero net current: hotter electrons return while equally many colder ones leave. Like $G$, it falls as $e^{-b}$. The phonon conductance $K$ does not depend on the barrier height.

## From heat balance to efficiency

Let $ZT=S^2GT/(K_e+K)$, $y=1/ZT$ and $x=V/(S\Delta T)$. Then

$$q=S^2GT\Delta T(x-1-y),\qquad IV=GS^2\Delta T^2x(x-1).$$

The ideal (Carnot) cooling per unit work is $T/\Delta T$. The fraction of it achieved is

$$\eta=\frac{q}{IV}\frac{\Delta T}{T}=\frac{x-1-y}{x^2-x}.$$

Setting its derivative to zero gives $x^2-x=(x-1-y)(2x-1)$, or

$$x^2-2(1+y)x+(1+y)=0.$$

Cooling requires $x>1+y$, which selects $x=1+y+\sqrt{y(1+y)}$. The stationary condition also gives $\eta=1/(2x-1)$. Here $2x-1=(\sqrt{1+y}+\sqrt y)^2$, and $(\sqrt{1+y}+\sqrt y)(\sqrt{1+y}-\sqrt y)=1$, so

$$\eta_{\max}=\frac{\sqrt{1+y}-\sqrt y}{\sqrt{1+y}+\sqrt y}
=\frac{\sqrt{1+ZT}-1}{\sqrt{1+ZT}+1}.$$

This rises with $ZT$, so the best barrier maximizes $ZT$.

## Where the optimum comes from

The coefficients give $S^2GT=(kJ/e)(b+2)^2$. Dividing by $K_e+K$ yields

$$ZT=\frac{(b+2)^2}{2+\kappa e^b},\qquad \kappa=\frac{eK}{kAT^2}.$$

The logarithmic derivative vanishes when

$$\frac{2}{b+2}=\frac{\kappa e^b}{2+\kappa e^b}=\frac{K}{K_e+K}.$$

For a small rise of the barrier, the left side is the fractional gain in $S^2$ per unit of $b$. The right side is the net fractional cost of lower emission, also per unit of $b$. Only the phonon share of the leak costs anything, because the electronic share shrinks together with $G$. Cross-multiplication gives $4+2\kappa e^b=(b+2)\kappa e^b$, hence

$$be^b=\frac4\kappa,\qquad b=W(4/\kappa),$$

where $W$ is the Lambert function, the inverse of $be^b$. The derivative of $ZT$ has the sign of $4-b\kappa e^b$, which changes once from positive to negative, so this is the single maximum for $b\ge0$. Substituting $\kappa e^b=4/b$ gives

$$ZT_{\rm opt}=\frac{b(b+2)}2,\qquad \frac K{K_e}=\frac2b .$$

Removing one ingredient at a time shows what each does:

- Without phonons, $ZT=(b+2)^2/2$ rises without an optimum, while the cooling flux becomes ever smaller.
- Without electronic backflow, $ZT=(b+2)^2e^{-b}/\kappa$. Its logarithmic derivative is $-b/(b+2)$, so the best non-negative barrier is zero.
- At a bias large enough to suppress $J_h$, with $T$, $\Delta T$ and $K$ fixed, gross cooling varies as $(b+2)e^{-b}$. Its derivative, $-(b+1)e^{-b}$, is negative. Maximum cooling power at such a bias therefore favours the lowest barrier. The optimum derived above is instead for efficiency, with a small bias chosen to maximize it.

## How large: a 10 nm silicon film

Take n-type (100) silicon at 300 K between lead-like electrodes. The rough masses 0.92 and 0.19 $m_0$ give $A=247$ A/(cm² K²). Each interface conducts 20 MW/(m² K), and the film conductivity is 10 W/(m K):

$$K=\left(\frac{2}{20\times10^6}+\frac{10^{-8}}{10}\right)^{-1}
=9.90\ {\rm MW/(m^2\,K)}.$$

The interfaces supply 99% of the thermal resistance. With $kAT^2/e=19.1$ MW/(m² K), $\kappa=9.90/19.1=0.518$. Then $be^b=7.73$, so $b=1.585$ and $\varphi=41$ meV. A direct search over bias and barrier with the unlinearized fluxes, at $\Delta T=0.1$ K, gives $b=1.584$.

Each electron carries 93 meV. The electronic leak is 7.84 MW/(m² K), so the phonon share is $9.90/17.74=0.558$, equal to $2/(b+2)$ as the balance requires. The optimum has $ZT=1.585\times3.585/2=2.84$ and reaches 32% of the Carnot limit.

| Barrier (meV) | $ZT$, other parameters fixed |
|---:|---:|
| 20.5 (half) | 2.48 |
| 41 | 2.84 |
| 81.9 (twice) | 1.87 |
| 300 | 0.003 |

Halving the optimum barrier costs 13% of $ZT$; doubling it costs 34%. In this Boltzmann model, a tenfold lower $K$ moves the optimum to 82 meV, and a tenfold higher $K$ moves it to 12 meV. The second barrier is less than half of $kT$, so Fermi statistics lower it further.

For $\Delta T=1$ K, the best bias is 0.63 mV and the current density is $5.6\times10^4$ A/cm². Net cooling is 3.5 kW/cm², after a phonon backflow of 0.99 kW/cm². The surroundings must carry this flux if the film is to hold only 1 K. Series resistance matters too: $1/G=5.7\times10^{-9}$ Ω cm², and an equal resistance in the leads would drop another 0.32 mV at this current.

## When a positive optimum disappears

**Degeneracy.** Let $x$ now denote energy from the Fermi level in units of $kT$. The number of transverse states grows linearly above the barrier, giving the weight $M=\max(x-b,0)$. To first order the two Fermi functions differ by $(-f')(eV/kT-x\Delta T/T)$. With $L_n=\int Mx^n(-f')\,dx$,

$$\frac{I}{AT^2}=L_0\frac{eV}{kT}-L_1\frac{\Delta T}{T},\qquad
\frac{eq_{\rm el}}{kT\,AT^2}=L_1\frac{eV}{kT}-L_2\frac{\Delta T}{T}.$$

Eliminating $V$ gives the heat leak at fixed current, and

$$ZT=\frac{L_1^2/L_0}{L_2-L_1^2/L_0+\kappa}.$$

The optimum becomes 39 meV, with $ZT=2.8$. For this film's $A$ and $T$, it reaches zero barrier at $K=156$ MW/(m² K). A very strong phonon leak drives it to $b\approx-0.7$: the Fermi level then lies above the film's band edge.

**Reflection and tunnelling.** At an abrupt step, matching wave and flux gives $1+R=t$ and $1-R=rt$, where $R$ and $t$ are the reflected and transmitted amplitudes and $r$ is the film-to-metal velocity ratio. The transmitted fraction is $D=rt^2=4r/(1+r)^2$. For a rough metal velocity of $1.8\times10^6$ m/s and an electron $kT$ above the barrier, $D$ is 0.39 in the four light-mass valleys and 0.20 in the other two. With two interfaces, summing repeated reflections without interference gives $D^2/[1-(1-D)^2]=D/(2-D)$, or 0.24 and 0.11; their emission-weighted mean is 0.22. Full wave matching with thermal averaging gives 0.195 of the classical conductance. The optimum falls to about 8 meV and $ZT$ to 1.3. At fixed $K$ it stays between 7 and 9 meV for films of 8 to 12 nm, but it depends on the rough metal velocity: $1.0\times10^6$ m/s gives 17 meV and $ZT=1.8$. Tunnelling below the 41 meV barrier adds only 0.1% of the classical conductance through these abrupt interfaces, where the velocity mismatch suppresses it; with nearly matched velocities it adds about 3%. Smoother interfaces should reflect less, so this is a severe case.

**Scattering.** Let $N_c$ be the effective density of states, $v_R=AT^2/(eN_c)$ the emission velocity, $\mu$ the mobility and $L$ the thickness. Emission and diffusion have conductances $e^2N_cv_Re^{-b}/kT$ and $eN_c\mu e^{-b}/L$. Adding them in series is an approximation. It reduces the emission conductance by the factor

$$s=\left(1+\frac{ev_RL}{\mu kT}\right)^{-1}.$$

A rough mobility of 150 cm²/Vs gives $s=0.43$. If all energies are reduced alike, $\kappa$ becomes $\kappa/s$. With Fermi statistics, the optimum is then 26 meV and $ZT=1.7$.

Multiplying the reflection and scattering losses gives an optimum slightly below zero and $ZT=0.74$. This is pessimistic: reflection already limits emission, so diffusion should cost relatively less. The product therefore does not settle whether this film has a positive optimum when both losses act. Adding the losses instead as series resistances at each energy, without interference, makes the transmitted fraction $[(2/D-1)+(1/s-1)]^{-1}$; the optimum is then about 4 meV with $ZT\approx1.0$. It is positive in this rough model, but small compared with $kT$.

**Space charge.** A flat 41 meV barrier requires about $5.6\times10^{18}$ cm⁻³ donors to neutralize the electrons, by Boltzmann counting. In an undoped film, let $n_m$ be the mid-film density, $\epsilon$ the permittivity and $\ell^2=\epsilon kT/(e^2n_m)$. With $n=n_me^\psi$, Poisson's equation is $\psi''=e^\psi/\ell^2$. Its symmetric solution, $\psi=-2\ln\cos[z/(\sqrt2\,\ell)]$, diverges at $z=\pi\ell/\sqrt2$. This must lie beyond $L/2$, so $n_m<2\pi^2\epsilon kT/(e^2L^2)$. With Boltzmann counting, the barrier top then stays above 55 meV. If the film's band edge at the contacts is not below the Fermi level, the ideal optimum is therefore out of reach without doping. A band edge far below the Fermi level at the contacts makes the electrons there degenerate; the Boltzmann limit then no longer holds, and the top can be lower.

**Image force.** Alternating image charges lower the mid-film energy by $(e^2/4\pi\epsilon L)(1-\tfrac12+\tfrac13-\cdots)=8.5$ meV. Here $\varphi$ means the actual top; a barrier quoted without this lowering must be corrected first.

## What to do with a real contact

The chosen interface conductance is low, in the rough range for soft heavy metals on hydrogen-terminated silicon. The 41 meV barrier is a design value, far below the roughly 0.3 eV of a low silicide barrier on n-type silicon. The ideal $ZT$ of 2.8 is thus no forecast for a real contact. Of the assumptions examined singly, perfect transmission matters most: abandoning it for abrupt interfaces moves the optimum from 39 to 8 meV.

For small-bias cooling, first determine $K$ and the actual emission conductance, including reflection and scattering. Divide $\kappa$ by the fraction of the ideal conductance that remains, and use this effective $\kappa$ to estimate $b=W(4/\kappa)$. If $b$ is below about 1, maximize the $ZT$ with Fermi statistics instead. If the transmission varies strongly with energy, as at abrupt interfaces, a constant factor is not enough: use the same moments $L_n$ with the original $\kappa$, corrected only for scattering, and replace $M$ by the integral of the valley-averaged transmission over the energy along the current, up to $x$. Where $K$ can be reduced without lowering emission, do that before raising the barrier: it improves $ZT$ at every barrier height. If the optimum is zero or negative with the losses correctly combined, the best efficiency is not reached with a positive barrier. Multiplying reflection and scattering losses can overcount them, as in the film above, so a slightly negative result from that estimate leaves the sign open. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kT: 25.85 meV
Film thickness: 10 nm
Mass long: 0.92 m0
Mass transverse: 0.19 m0
Interface conductance, each: 20 MW/(m2 K)
Film thermal conductivity: 10 W/(m K)
Richardson constant: 246.6 A/(cm2 K2)
Phonon conductance K: 9.901 MW/(m2 K)
Leak parameter kappa: 0.5176
Optimum b, Lambert law: 1.585
Optimum b, direct search at dT=0.1 K: 1.584
Optimum barrier: 40.96 meV
Energy per electron: 92.67 meV
Emission conductance G: 1.761e+08 S/cm2
Thermopower magnitude: 308.9 uV/K
Electronic heat conductance: 7.844 MW/(m2 K)
Phonon/electronic leak: 1.262
ZT at optimum: 2.84
Carnot fraction at optimum: 0.3242
ZT at half optimum barrier: 2.481
ZT at twice optimum barrier: 1.867
Low silicide barrier, rough: 0.3 eV
ZT at silicide barrier: 0.003263
Best bias for dT=1 K: 0.632 mV
Current density for dT=1 K: 5.63e+04 A/cm2
Net cooling for dT=1 K: 3452 W/cm2
Phonon backflow for dT=1 K: 990.1 W/cm2
Optimum barrier at 0.1 K_phonon: 82.42 meV
Optimum barrier at 10 K_phonon: 12.38 meV
Fermi-Dirac optimum barrier: 38.8 meV
Fermi-Dirac ZT: 2.81
Fermi-Dirac zero-barrier K: 155.7 MW/(m2 K)
Fermi-Dirac strong-leak optimum b: -0.65
Metal velocity, rough: 1.8e+06 m/s
Abrupt/classical conductance: 0.195
Tunnelling/classical conductance: 0.00126
Abrupt-interface optimum barrier: 7.76 meV
Abrupt-interface ZT: 1.3
Mobility, rough: 150 cm2/Vs
Scattering conductance factor: 0.434
Fermi-Dirac + scattering optimum: 25.9 meV
Fermi-Dirac + scattering ZT: 1.7
Abrupt + scattering optimum: -6.46 meV
Abrupt + scattering ZT: 0.737
Flat-band doping, Boltzmann: 5.63e+18 cm^-3
Undoped-film minimum barrier: 54.8 meV
Image lowering at mid-film: 8.53 meV
```
